Analytic First Derivative of the X2C Hamiltonian Without Small Energy Denominators

**One basis function**

Take a single normalized function with kinetic energy t and no potential. Let the small component be expanded in (σ·p/2c) times the same function. In atomic units, with the rest energy subtracted, the Dirac problem for the two coefficients a and b is

t b = E a,
t a − t b = (t/2c²) E b.

Write b = X a. The first line gives E = tX, and the second becomes

(t/2c²) X² + X − 1 = 0.

With q = √(1 + 2t/c²), the two energies are E = c²(±q − 1), separated by 2c²q. The upper one has X = 2/(1+q).

Now let t depend on a parameter λ, and let a prime mean d/dλ. Differentiating the quadratic equation gives

(t'/2c²) X² + (1 + tX/c²) X' = 0.

Since tX/c² = E/c² = q − 1, the bracket is q, and

X' = −t'X²/(2c²q).

The denominator is the distance to the negative-energy solution.

Eliminating b changes the norm from 1 to S̃ = 1 + (t/2c²)X² = 2 − X. The factor R = S̃^(−1/2) restores it, and because these are numbers,

R' = −½ R³ S̃'.

With many basis functions, two obvious generalizations fail. Differentiating individual eigenvectors brings in denominators between positive energies, which may vanish. The formula for R' fails because matrices need not commute. The scheme below repairs both.

**The matrix problem**

Let S, T and V be the overlap, kinetic and nuclear-attraction matrices of an uncontracted basis χ, and W the matrix of (σ·p)V(σ·p), or of its spin-free part p·Vp. Expand the large component in χ and the small one in (σ·p/2c)χ. Projecting the Dirac equation on these functions gives

D C = M C E,
D = [[V, T], [T, G]], M = [[S, 0], [0, K]],
G = W/4c² − T, K = T/2c².

The term −T in G is the rest-energy shift −2c² times the small-component metric K. S and T are assumed positive definite, and all matrices differentiable in λ.

Let C₊ be the positive-energy eigenvectors, with upper block A and lower block B, and C₋ the negative-energy ones, with blocks A₋ and B₋. "Positive" names the electronic branch, including bound levels with E < 0. If A is invertible, X = BA⁻¹ is defined. Adding X† times the lower Dirac row to the upper row gives

L A = S̃ A E,
L = V + TX + X†T + X†GX,
S̃ = S + X†KX.

To return to the metric S, define

R = (S⁻¹S̃)^(−1/2), h = R†LR.

The matrix S⁻¹S̃ is self-adjoint in the inner product defined by S, because S(S⁻¹S̃) = S̃ is Hermitian. Its function R inherits this: R†S = SR. Therefore

R†S̃R = R†S(S⁻¹S̃)R = SR R⁻² R = S.

With c = R⁻¹A, multiplying LRc = S̃RcE by R† gives hc = ScE. The Hamiltonian h thus has the positive energies of the matrix Dirac problem.

**Why not differentiate the eigenvectors?**

The direct route to X' would differentiate BA⁻¹ using perturbed eigenvectors. Mixing of positive state p with positive state q then carries the denominator E_p − E_q. Spatial symmetry can make this zero, and with spin-orbit coupling and time-reversal symmetry every level is at least a pair.

These denominators concern a choice that X does not contain. If C₊ is replaced by C₊Q with any invertible Q, then

(BQ)(AQ)⁻¹ = BQQ⁻¹A⁻¹ = X.

Only the space spanned by the positive states matters. Let Y(λ) be a differentiable basis of that space, equal to C₊ at the point of interest; the gap between the branches ensures that one exists. It obeys DY = MYΩ, where Ω is a matrix equal to the diagonal E at that point but not necessarily diagonal elsewhere. Write

Y' = C₊Q + C₋U.

Differentiation gives

D'C₊ + DY' = M'C₊E + MY'E + MC₊Ω'.

Multiply from the left by the conjugate of a negative eigenvector C_n. Since C_n†D = E_n C_n†M and C_n†MC₊ = 0, the term with Ω' disappears. With C†MC = 1, what remains is

C_n†D'C_p + E_n U_np = C_n†M'C_p E_p + U_np E_p,

U_np = C_n†(D' − E_pM')C_p / (E_p − E_n).

No division by a difference of positive energies has occurred.

Now differentiate the relation Y_S = XY_L between the lower and upper blocks of Y:

X'A = Y_S' − XY_L' = (B − XA)Q + (B₋ − XA₋)U.

The first bracket is zero by the definition of X, so Q is never needed. The inverse of A follows from normalization:

1 = C₊†MC₊ = A†SA + B†KB = A†S̃A, hence A⁻¹ = A†S̃.

The result is

X' = (B₋ − XA₋) U A†S̃.

The derivation fails if the branches meet or if A becomes singular. A degeneracy inside the positive branch is harmless.

**A second equation for X'**

The eigenvectors can also be removed before differentiating. The upper Dirac row gives

F = S⁻¹(V + TX) = AEA⁻¹,

and the lower row then gives

T + GX = KXF.

Its derivative is

T' + G'X + GX' = K'XF + KX'F + KXF',
F' = S⁻¹(V' + T'X + TX' − S'F).

The last expression comes from differentiating SF = V + TX. Collecting the terms in X' and multiplying by K⁻¹ leaves a linear equation whose left side is

(K⁻¹G − XS⁻¹T)X' − X'F.

F has the positive energies as eigenvalues. To find those of the bracket, transform M⁻¹D to Q₀⁻¹M⁻¹DQ₀ with Q₀ = [[1,0],[X,1]]. The lower left block vanishes by the equation for X, the upper left block is F, and the lower right block is the bracket. The bracket therefore carries the negative energies. The two spectra do not overlap, so X' is unique, and inserting the mixing formula into this equation is a sharp test of it.

**Why the scalar rule for R fails**

The product rule gives the ingredients

S̃' = S' + X†K'X + (X'†KX + h.c.),

L' = V' + T'X + X†T' + X†G'X + [X'†(T + GX) + h.c.],

where h.c. is the Hermitian conjugate of the term before it. The definition of R implies S̃R² = S. Differentiating without changing the order of factors,

S̃'R² + S̃(R'R + RR') = S',

R'R + RR' = S̃⁻¹(S' − S̃'R²).

This is a Sylvester equation. To solve it, diagonalize S̃ in the metric S:

S̃Z = SZμ, Z†SZ = 1.

Then Z⁻¹ = Z†S, Z†S̃Z = μ and S̃⁻¹ = Zμ⁻¹Z†. Also RZ = Zr with r = μ^(−1/2). Put ρ = Z⁻¹R'Z. Multiplying the Sylvester equation by Z⁻¹ on the left and Z on the right gives

ρr + rρ = r²[Z†S'Z − (Z†S̃'Z)r²],

ρ_ij = r_i²[(Z†S'Z)_ij − (Z†S̃'Z)_ij r_j²]/(r_i + r_j),

and R' = ZρZ⁻¹. Since S̃ − S = X†KX is not negative, μ ≥ 1 and 0 < r ≤ 1. The denominator cannot vanish. For one function with S' = 0 the formula reduces to −½r³S̃', as it should.

To see what the scalar rule would do, set N = S⁻¹S̃. From R² = N⁻¹, the Sylvester equation can also be written R'R + RR' = −R²N'R². In the basis Z its solution is

ρ_ij = −r_i²r_j²N'_ij/(r_i + r_j),

whereas −½R³N' would give −½r_i³N'_ij. The correct element is the scalar-rule element multiplied by 2r_j²/[r_i(r_i + r_j)]. This is 1 when r_i = r_j. In the example below r runs from 0.7784 to 1.0000. Between these ends the factor is 2/(0.7784 × 1.7784) = 1.44 for one order of the indices and 2 × 0.606/1.778 = 0.68 for the other.

The last step is

h' = R'†LR + R†L'R + R†LR'.

The diagonalizations of the Dirac matrix and of S̃ are done once. Each further perturbation needs its integral derivatives, matrix products and element-wise divisions by denominators already known, but no new diagonalization.

**What happens if a response is left out**

Consider one eigenvector c of h, with energy E and A-column a = Rc. Holding the number E fixed, h − ES = R†(L − ES̃)R. When this is differentiated, the terms with R' vanish in the expectation value because (L − ES̃)a = 0. Hence

c†(h' − ES')c = a†(L' − ES̃')a.

The part of the right side containing X' is

a†X'†(T + GX − EKX)a + complex conjugate.

With b = Xa, the bracket acting on a is Ta + Gb − EKb, which is zero by the lower Dirac row. The remaining terms assemble into

c†(h' − ES')c = C†(D' − EM')C.

This is the four-component energy derivative. For a degenerate level it holds as an expectation value in each chosen vector.

So X' may be dropped here, provided that R' is recomputed from the S̃' belonging to fixed X. Setting R' = 0 is different: it breaks the derivative of R†S̃R = S, and the loss is E c†(R'†S̃R + R†S̃R')c.

The structure behind this is a rotation. Let δ denote the part of a derivative due to X' alone, and use the eigenvectors as basis. Define y = A†X'†KXA and z = A⁻¹(δR)c, where c now holds all eigenvectors. Because (T + GX)A = KXAE, δL becomes yE + Ey†, while δS̃ becomes y + y†. Including the change of R,

c†(δh)c = (z† + y)E + E(z + y†).

The metric S does not change with X, so z + z† + y + y† = 0. Thus k = z + y† is anti-Hermitian, and

c†(δh)c = Ek − kE.

To first order, X' rotates the eigenvectors of h and leaves its spectrum alone. A trace with a density matrix is unaffected if that density is built from eigenvectors of h with fixed occupations. A mean-field density is built from eigenvectors of the Fock matrix instead, and then X' contributes in general.

**The limit of weak relativity**

For a fixed basis and c → ∞, the equation T + GX = KXF gives X → 1. To next order,

X = 1 − (1/2c²)[S⁻¹(V + T) − ½T⁻¹W] + O(c⁻⁴).

For one free function this is 1 − t/2c², in agreement with 2/(1+q). Hence X' is of order c⁻². In S̃' it is multiplied by K, and in L' by T + GX = KXF, both also of order c⁻². Its contribution to h' therefore starts at c⁻⁴.

The renormalization can enter earlier. From S̃ = S + T/2c² + O(c⁻⁴),

R = 1 − S⁻¹T/4c² + O(c⁻⁴), R' = −(S⁻¹T)'/4c² + O(c⁻⁴).

When the basis functions move with λ, so that S⁻¹T changes, R' therefore matters one order before X' does. When neither the basis nor the kinetic operator depends on λ, as for an external electric field, S' = T' = 0: the c⁻² term of R' vanishes, R' arises only through X', and both responses enter h' at order c⁻⁴. The expansion is not reliable for very steep functions, for which T/2c² is not small. As c → ∞, h' tends to V' + T', the nonrelativistic result.

**Hydrogen bromide**

The example is HBr with the H–Br distance set to 2.70 bohr, point nuclei, and λ the position of H moving away from Br. The Gaussian exponents, for k starting at 0, are:

- Br s: 0.1 × 3ᵏ, 13 functions
- Br p: 0.1 × 3ᵏ, 10 shells
- Br d: 0.3 × 3ᵏ, 6 shells
- H s: 0.1 × 4ᵏ, 5 functions
- H p: 0.8, one shell

This makes 13 + 30 + 30 + 5 + 3 = 81 spatial functions. The functions on H move with the nucleus, so S', T', V' and W' are all nonzero; V' and W' also contain the motion of the attracting charge.

In the spin-free calculation the smallest gap between the branches is 36 942.5 hartree, or 98.4% of 2c² = 37 557.7 hartree. By contrast, 23 neighbouring pairs of positive levels lie within 10⁻⁶ hartree. With spin-orbit coupling there are 81 such pairs among 162 levels, the number expected from time-reversal pairing alone. The mixing formula uses only the large gap.

The derivatives were tested against the five-point difference

f' ≈ [8(f₁ − f₋₁) − (f₂ − f₋₂)]/(12s), s = 0.005 bohr,

where f_k is rebuilt from its definition at displacement ks. Relative differences here mean the largest element of the error divided by the largest element of the reference. In the spin-free case they are 4 × 10⁻⁸ for X', 5 × 10⁻⁸ for R' and 7 × 10⁻¹⁰ for h'. Omitting X' from h' raises the last figure to 1.5 × 10⁻³, and omitting R' to 1.9 × 10⁻³, so the comparison resolves both responses. The differentiated quadratic equation and a general Sylvester solver also confirm X' and R', with and without spin-orbit coupling.

The lowest level of the bare nuclei lies at −622.903 hartree in this basis. The point-nucleus Dirac 1s energy for Z = 35 plus −1/R_HBr is −623.199 hartree, so the basis leaves the level 0.3 hartree too high. Its derivative is nevertheless simple. An electron held close to Br sees the distant proton as a potential −1/R_HBr, whose derivative is 1/2.70² = 0.137174 hartree/bohr. The computed value agrees to all six printed decimals. Over the 57 spin-free bound levels, the largest error relative to the four-component derivative is 1 × 10⁻¹³ hartree/bohr, whether X' is kept or dropped. With R' = 0 it is 4.9 × 10⁻⁴ hartree/bohr, as the derivation requires: one response cancels and the other does not.

**The molecular force**

For a closed-shell Hartree-Fock energy, let P = 2Σ_i c_i c_i† be the density matrix of the occupied orbitals and f the Fock matrix, with fc_i = Sc_i e_i. The derivative of the energy with respect to P is f, so the orbital response contributes

Tr(P'f) = 2Σ_i e_i(c_i'†Sc_i + c_i†Sc_i') = −2Σ_i e_i c_i†S'c_i.

The last step differentiates c_i†Sc_i = 1. With P_e = 2Σ_i e_i c_i c_i†,

E_HF' = Tr(Ph') + E₂' − Tr(P_eS') + E_nn',

where E₂' is the derivative of the electron-repulsion energy at fixed P, and E_nn' that of the nuclear repulsion. The latter is −35/2.70² = −4.80110 hartree/bohr. In the same order, the spin-free X2C result is

12.95092 − 7.92515 − 0.21308 − 4.80110 = 0.01160 hartree/bohr,

with the sum taken before rounding. The energy rises as H moves outward, so at this distance H is pulled towards Br with a force of 0.956 nN. These digits belong to this basis and are not converged. A basis enlarged to 106 functions (two steeper s, one more diffuse d and one f shell on Br; three p shells and one d shell on H) gives 0.0130 hartree/bohr, and cc-pVTZ-DK gives 0.0123, shifts of 12% and 6%. The total agrees with the five-point difference of complete Hartree-Fock energies within 2 × 10⁻⁹ hartree/bohr.

The large one-electron, two-electron and nuclear terms nearly cancel, which makes small errors in h' visible. R' contributes 2.6 × 10⁻⁵ hartree/bohr, or 0.22% of the total. X' contributes −8.2 × 10⁻⁸ hartree/bohr, about 7 parts per million of the total but still some 50 times the discrepancy with the energy differences. Both figures depend strongly on the basis: with the 106 functions, R' contributes about −6 × 10⁻⁵ hartree/bohr, with the opposite sign, and X' about −9 × 10⁻⁷, so only the ordering carries over. That ordering goes in the direction of the c⁻² and c⁻⁴ estimates for a moving basis, but the c⁻⁴ estimate is not shown to explain the size of the X' term: with the density held fixed and c scaled between 0.7 and 2 times its value, the R' term follows c⁻², while the X' term follows no power of c and changes sign. The X' term would also vanish if the occupied orbitals spanned the same space as an equal number of eigenvectors of h. How far this affects its size here was not determined. In the matrix h' itself, the two omissions cause maximum errors of similar size, so the ordering found for the force does not carry over to the largest matrix errors.

For this force, freezing X would be a mild approximation; freezing R would not be comparably mild. The small effect of X' here gives no bound for another property or perturbation.

The force is that of a stated model. It omits electron correlation, spin-orbit coupling in the Hartree-Fock step, the relativistic transformation of the electron repulsion, the Breit interaction and finite nuclear size, and its basis is finite. The agreement establishes the derivative of this model energy, not its distance from experiment. The remaining figures, including those with spin-orbit coupling, are in the numerical output.

Computed results

```
speed of light: 137.035999 a.u.; 2c^2 = 37557.730 hartree
H-Br distance: 2.70 bohr; difference step: 0.005 bohr
spatial basis functions: 81
[spin-free] dimension of h: 81; bound levels: 57
[spin-free] smallest positive-negative gap: 36942.521 hartree
[spin-free] neighbouring positive levels within 1e-6 hartree: 23
[spin-free] eigenvalues of R: 0.778416 to 0.999999
[spin-free] largest |dX|, |dR|: 1.8179e-03, 1.0034e-04 1/bohr
[spin-free] largest |dh|: 9.7004e+00 hartree/bohr
[spin-free] relative difference from finite differences:
    integrals 6.5e-10, X 3.8e-08, R 4.7e-08, h 7.2e-10
[spin-free] relative error of dh without dX: 1.510e-03; without dR: 1.881e-03
[spin-free] relative residual of quadratic equation: 1.8e-14; Sylvester check: 1.5e-10
[spin-free] largest bound-level difference, h against Dirac: 2.3e-11 hartree
[spin-free] lowest level: -622.903199 hartree; derivative: 0.137174 hartree/bohr
[spin-free] largest error of level derivatives (hartree/bohr):
    full 1.1e-13, no dX 1.1e-13, no dR 4.855e-04
[spin-orbit] dimension of h: 162; bound levels: 114
[spin-orbit] smallest positive-negative gap: 36942.317 hartree
[spin-orbit] neighbouring positive levels within 1e-6 hartree: 81
[spin-orbit] eigenvalues of R: 0.778416 to 0.999999
[spin-orbit] largest |dX|, |dR|: 1.8179e-03, 7.0773e-05 1/bohr
[spin-orbit] largest |dh|: 7.1922e+00 hartree/bohr
[spin-orbit] relative difference from finite differences:
    integrals 6.4e-10, X 2.2e-08, R 8.8e-08, h 2.2e-09
[spin-orbit] relative error of dh without dX: 2.037e-03; without dR: 2.536e-03
[spin-orbit] relative residual of quadratic equation: 1.2e-14; Sylvester check: 1.8e-10
[spin-orbit] largest bound-level difference, h against Dirac: 3.4e-11 hartree
[spin-orbit] lowest level: -622.903199 hartree; derivative: 0.137174 hartree/bohr
[spin-orbit] largest error of level derivatives (hartree/bohr):
    full 1.1e-13, no dX 1.0e-13, no dR 4.856e-04
distant unit charge, 1/R^2: 0.137174 hartree/bohr
spin-free X2C Hartree-Fock energy: -2603.98297663 hartree
energy derivative, terms in hartree/bohr:
    one-electron Tr(P dh): 12.95092360
    two-electron: -7.92514960
    overlap: -0.21307730
    nuclear repulsion: -4.80109739
    analytic total: 0.01159931
    finite difference of energies: 0.01159931
    analytic minus finite difference: 1.6e-09
    part lost when dX = 0 (dR recomputed): -8.223e-08
    part lost when dR = 0 (dX kept): 2.608e-05
analytic total in nanonewton: 0.95564 nN
```
